# Domain-Wall Resistance from Spin Mistracking: the Levy–Zhang Mechanism

In a racetrack memory a current runs along a magnetic wire and crosses the walls between oppositely magnetized domains. In a smooth wall an electron turns its spin with the magnetization, but not perfectly: the spin tilts slightly out of the plane in which the magnetization turns. The tilt gives a majority electron a small minority component, and the two spin channels scatter at different rates. How much resistance does this add?

The unequal times that matter are the momentum relaxation times $\tau_\uparrow,\tau_\downarrow$ of the two channels. They are not spin-flip times.

## The electron in the rotating frame

Let the magnetization direction be $\mathbf M=(\sin\theta,0,\cos\theta)$ in spin space, with $\theta$ depending on $x$. Without spin-orbit coupling, spin axes need not be tied to spatial axes, so Bloch and Néel walls are covered alike. The Hamiltonian without impurities is

$$H=\frac{p^2}{2m}-J\,\boldsymbol\sigma\cdot\mathbf M(x),\qquad(1)$$

with exchange splitting $2J$. Write the wave function as $R\chi$ with $R=e^{-i\theta\sigma_y/2}$. Then $R^\dagger(\boldsymbol\sigma\cdot\mathbf M)R=\sigma_z$ and $R^\dagger p_xR=p_x-\hbar\theta'\sigma_y/2$. For constant $\theta'$ the wavevector $\mathbf k$ is a good quantum number. Squaring the shifted momentum and using $\sigma_y^2=1$ gives

$$h=\frac{\hbar^2}{2m}\left(k^2+\frac{\theta'^2}{4}\right)-J\sigma_z-\frac{\hbar^2\theta'k_x}{2m}\sigma_y.\qquad(2)$$

The last term is the mistracking. Define

$$\xi=\frac{\hbar^2\theta'k_F}{4mJ},\qquad \kappa=\frac{k_x}{k_F},\qquad a=\xi\kappa .\qquad(3)$$

The spin part of (2) is then $-J(\sigma_z+2a\sigma_y)$. The spin of the lower band tilts out of the plane of rotation by an angle $\beta$ with $\tan\beta=2a$. To first order in $a$ the states are

$$\chi_\uparrow=\frac{(1,\,ia)}{\sqrt{1+a^2}},\qquad \chi_\downarrow=\frac{(ia,\,1)}{\sqrt{1+a^2}}.\qquad(4)$$

They are orthogonal because $ia+(ia)^*=0$. The band energies shift by $\mp2J\xi^2\kappa^2$. Relative to $E_F$ this is of order $\xi^2J/E_F$, so I drop it for $J\ll E_F$. In the same limit both bands have the same $k_F$ and the same density of states $N$ per spin.

**Does the spin recover after the wall?** Take $\theta'=\operatorname{sech}(x/\Delta)/\Delta$, measure $x$ in units of $\Delta$, and let the electron move at speed $v$ along $x$. With $\lambda=J\Delta/\hbar v$, the spinor $(e^{i\lambda x}A,\,e^{-i\lambda x}B)$ obeys

$$A'=\tfrac12\operatorname{sech}x\,e^{-2i\lambda x}B,\qquad B'=-\tfrac12\operatorname{sech}x\,e^{2i\lambda x}A .\qquad(5)$$

Eliminating $B$ gives $A''+(\tanh x+2i\lambda)A'+\frac14\operatorname{sech}^2x\,A=0$. In the variable $z=(1+\tanh x)/2$, for which $dz/dx=2z(1-z)$, this becomes

$$z(1-z)A_{zz}+\left(\tfrac12+i\lambda-z\right)A_z+\tfrac14A=0 .$$

The solution that starts in the upper component is $A={}_2F_1(\frac12,-\frac12;\frac12+i\lambda;z)$. At $z=1$ it equals $\Gamma(\frac12+i\lambda)^2/[\Gamma(i\lambda)\Gamma(1+i\lambda)]$, whose squared modulus is $\tanh^2\pi\lambda$. The probability of ending in the wrong band is therefore

$$P=1-\tanh^2\pi\lambda=\operatorname{sech}^2\!\left(\frac{\pi J\Delta}{\hbar v}\right).\qquad(6)$$

Integrating the precession in the laboratory frame gives $P=0.15883$ at $\lambda=0.5$, in agreement with (6). At $\lambda=8$ the spin component normal to the rotation plane in mid-wall is 0.0626, against the first-order value $2a=1/(2\lambda)=0.0625$. In a smooth wall the mixing is thus a temporary tilt, and the final loss of tracking is exponentially small.

## How mixing changes the scattering

Let each point impurity have amplitude $v_\uparrow$ or $v_\downarrow$ for spin along or against the local magnetization. In the rotated frame its matrix is $\operatorname{diag}(v_\uparrow,v_\downarrow)$. Between states with $a$ and $a'$ the numerators of the matrix elements are

$$M_{\uparrow\uparrow}=v_\uparrow+aa'v_\downarrow,\qquad M_{\uparrow\downarrow}=i(a'v_\uparrow-a v_\downarrow),$$

each to be divided by $\sqrt{(1+a^2)(1+a'^2)}$. With impurity density $n_i$, set

$$r_s=\frac1{\tau_s}=\frac{2\pi}{\hbar}n_iN\langle v_s^2\rangle,\qquad q=\frac{2\pi}{\hbar}n_iN\langle v_\uparrow v_\downarrow\rangle=\eta\sqrt{r_\uparrow r_\downarrow}.\qquad(7)$$

The correlation $\eta$ lies between $-1$ and $1$. It is $+1$ for a single kind of impurity whose two amplitudes have the same sign. Squaring and keeping second order in $a,a'$, the golden rule gives

$$W_{\uparrow\uparrow}=r_\uparrow(1-a^2-a'^2)+2aa'q,\qquad W_{\uparrow\downarrow}=a'^2r_\uparrow+a^2r_\downarrow-2aa'q.\qquad(8)$$

$W_{\downarrow\downarrow}$ and $W_{\downarrow\uparrow}$ follow by exchanging $r_\uparrow$ and $r_\downarrow$. To get the total rate out of a state, average over the final direction. The terms odd in $a'$ vanish and those in $\langle a'^2\rangle$ cancel:

$$R_\uparrow=r_\uparrow-a^2(r_\uparrow-r_\downarrow),\qquad R_\downarrow=r_\downarrow+a^2(r_\uparrow-r_\downarrow).\qquad(9)$$

Each channel takes on a little of the other's relaxation rate.

## Current in the plane of the wall

For a field along $y$ the distribution is odd in $\kappa_y=k_y/k_F$. The rates (8) do not depend on $\kappa_y$, so in-scattering averages to zero and $1/R_s$ is the transport time. In units where $\sigma_0=\tau_\uparrow+\tau_\downarrow$, $\sigma=3\sum_s\langle\kappa_y^2/R_s\rangle$. Expanding,

$$\frac1{R_\uparrow}\simeq\tau_\uparrow+\tau_\uparrow^2a^2(r_\uparrow-r_\downarrow),\qquad \frac1{R_\downarrow}\simeq\tau_\downarrow-\tau_\downarrow^2a^2(r_\uparrow-r_\downarrow).$$

With $\langle\kappa^2\kappa_y^2\rangle=1/15$ and $r_\uparrow-r_\downarrow=-(\tau_\uparrow-\tau_\downarrow)/(\tau_\uparrow\tau_\downarrow)$,

$$\delta\sigma=\frac{\xi^2}{5}(r_\uparrow-r_\downarrow)(\tau_\uparrow^2-\tau_\downarrow^2)=-\frac{\xi^2}{5}\frac{(\tau_\uparrow-\tau_\downarrow)^2}{\tau_\uparrow\tau_\downarrow}(\tau_\uparrow+\tau_\downarrow).$$

Since $\Delta\rho/\rho_0=-\delta\sigma/\sigma_0$ and $\rho_s\propto1/\tau_s$, a region of constant $\theta'$ has

$$\left.\frac{\Delta\rho}{\rho_0}\right|_{\rm CIW}=\frac{\xi^2}{5}D,\qquad D=\frac{(\rho_\uparrow-\rho_\downarrow)^2}{\rho_\uparrow\rho_\downarrow}.\qquad(10)$$

The channel with the shorter relaxation time gains less conductivity from mixing than the other channel loses.

## Current through the wall

For a field along $x$ the distribution is odd in $\kappa$, and so are the cross terms $aa'$ in (8). In-scattering now contributes. The wall also varies in space, and its width may not exceed the mean free path. One identity handles both.

Let $\phi_s(x,\mathbf k)$ be the energy shift of the distribution and $F(x)$ the driving force. Charge neutrality is absorbed in $F$. The Boltzmann equation is

$$v_F\kappa\,\partial_x\phi+(C_0+\delta C)\phi=v_F\kappa F,\qquad(11)$$

$$(C\phi)_s=\sum_{s'}\big\langle W_{ss'}(\phi_s-\phi'_{s'})\big\rangle',\qquad(12)$$

where $\delta C$ is the change made by the wall. Without the wall $\phi=v_FF_0\,g$ with $g_s=\kappa\tau_s$, since $C_0g=\kappa$.

Multiply (11) by $g$, average over directions, sum over spins and integrate over a length $L$. Three facts simplify the result:

- $g$ does not depend on $x$, so the gradient term is a difference between the two ends. It vanishes if $\phi$ is the same at both, as in a periodic row of walls, or for ends beyond the spin-diffusion length, where spin accumulation has decayed.
- $C_0$ is symmetric, so $\sum\langle gC_0\phi\rangle=\sum\langle\kappa\phi\rangle$. This is proportional to the current, which is the same at every $x$.
- At fixed current this term equals its value without the wall, $v_FF_0G_0$, with $G_0=\sum\langle\kappa g\rangle=(\tau_\uparrow+\tau_\downarrow)/3$.

Hence

$$\int(F-F_0)\,dx=\frac1{v_FG_0}\int\sum_s\langle g\,\delta C\,\phi\rangle\,dx.\qquad(13)$$

To first order in $\delta C$, replace $\phi$ by $v_FF_0g$. The extra voltage is then a sum of local contributions,

$$\frac{\Delta\rho(x)}{\rho_0}=\frac{\sum\langle g\,\delta C\,g\rangle}{G_0}.\qquad(14)$$

Any readjustment of the channel currents near the wall changes $\phi$ by a term of order $\delta C$, and so affects the voltage at second order.

The numerator of (14) has an out-scattering and an in-scattering part. By (9) and $\langle\kappa^4\rangle=1/5$, the first is

$$\sum_s\langle\delta R_s\,g_s^2\rangle=\frac{\xi^2}{5}(r_\downarrow-r_\uparrow)(\tau_\uparrow^2-\tau_\downarrow^2)=\frac{\xi^2}{5}(\tau_\uparrow-\tau_\downarrow)^2(r_\uparrow+r_\downarrow).$$

The last step uses $r_\downarrow-r_\uparrow=(\tau_\uparrow-\tau_\downarrow)/(\tau_\uparrow\tau_\downarrow)$ and $(\tau_\uparrow+\tau_\downarrow)/(\tau_\uparrow\tau_\downarrow)=r_\uparrow+r_\downarrow$. In the second part only the terms $\pm2aa'q$ survive, because $g$ is odd. With $\langle\kappa^2\rangle=1/3$ for each direction,

$$-2q\xi^2\,\tfrac19\left(\tau_\uparrow^2+\tau_\downarrow^2-2\tau_\uparrow\tau_\downarrow\right)=-\tfrac29\,q\,\xi^2(\tau_\uparrow-\tau_\downarrow)^2 .$$

Together,

$$\sum\langle g\,\delta C\,g\rangle=\xi^2(\tau_\uparrow-\tau_\downarrow)^2\left[\frac{r_\uparrow+r_\downarrow}{5}-\frac{2q}{9}\right].\qquad(15)$$

Divide by $G_0$ and use $(\tau_\uparrow-\tau_\downarrow)^2(r_\uparrow+r_\downarrow)/(\tau_\uparrow+\tau_\downarrow)=D$:

$$\left.\frac{\Delta\rho}{\rho_0}\right|_{\rm CPW}=\frac{\xi^2}{5}D\,B,\qquad B=3-\frac{10}{3}\,\eta\,\frac{\sqrt{\rho_\uparrow\rho_\downarrow}}{\rho_\uparrow+\rho_\downarrow}.\qquad(16)$$

The 3 arises because electrons moving along $x$ both carry the current and mistrack most. The second term is a vertex correction. For $\eta>0$ mixing biases scattering within a band towards the same sign of $k_x$, and scattering between bands towards the opposite sign. The first effect wins because $\tau_\uparrow^2+\tau_\downarrow^2$ exceeds $2\tau_\uparrow\tau_\downarrow$, so part of the current is preserved.

A numerical solution of the Boltzmann equation tests both the sign and the coefficient of the second term. For $\rho_\downarrow/\rho_\uparrow=5$ and $\eta=1$ it gives a bracket of 1.758, and (16) gives 1.758. With the opposite sign and three times the coefficient, the bracket $3+10\sqrt{\rho_\uparrow\rho_\downarrow}/(\rho_\uparrow+\rho_\downarrow)$ would give 6.73.

That solution used the Fermi surfaces and spinors of the spiral (2). It was repeated for $\rho_\downarrow/\rho_\uparrow=0.3,2,5,12$ and $\eta=1,0,-1$, at $\xi=0.01$ and $J/E_F=10^{-4}$. The largest relative deviation from (10) and (16) was $1.1\times10^{-3}$.

**Limits.** Since $\sqrt{\rho_\uparrow\rho_\downarrow}/(\rho_\uparrow+\rho_\downarrow)\le\frac12$, $B$ lies between $4/3$ and $14/3$, and to leading order in $J/E_F$ the excess is never negative. To that order it vanishes for $\rho_\uparrow=\rho_\downarrow$, when exchanging electrons between the channels costs no current. For nearly equal channels the terms dropped for $J\ll E_F$ can exceed the small excess given by (16). For very unequal channels $B\to3$ and $D$ approaches the larger resistivity ratio. The expansion then needs more than $\xi\ll1$: by (9), $\xi^2$ times that ratio must also be small.

## A derivation without bands

The rates (8) ignore coherence between the bands. To check this, let $g$ be a $2\times2$ spin matrix for each direction. For weak scattering and $J\ll E_F$,

$$\frac i\hbar[h,g]+\frac12\{\Gamma,g\}-\mathcal V[\langle g\rangle]=\kappa,\qquad(17)$$

where $\Gamma=\operatorname{diag}(r_\uparrow,r_\downarrow)$. The in-scattering $\mathcal V$ multiplies the diagonal elements of $\langle g\rangle$ by $r_\uparrow,r_\downarrow$ and the off-diagonal ones by $q$. Let $\Omega=2J/\hbar$, $\bar\Gamma=(r_\uparrow+r_\downarrow)/2$, $\delta=\tau_\uparrow-\tau_\downarrow$ and $c=g_{\uparrow\downarrow}$. From (2), $h_{\uparrow\downarrow}=2iJ\xi\kappa$. With the zeroth-order $g_s=\kappa\tau_s$, the off-diagonal element of (17) reads

$$(\bar\Gamma-i\Omega)\,c-q\langle c\rangle=-\Omega\,\xi\,\delta\,\kappa^2 .\qquad(18)$$

Averaging gives $\langle c\rangle=-\Omega\xi\delta/[3(\bar\Gamma-q-i\Omega)]$. Insert this in (18) and keep the leading order for $\Omega\gg\bar\Gamma$:

$$\operatorname{Re}c=-\frac{\xi\delta}{\Omega}\left(\bar\Gamma\kappa^2-\frac q3\right).\qquad(19)$$

The diagonal elements of the commutator term are $\mp2\Omega\xi\kappa\operatorname{Re}c$, so $\delta g_{\uparrow,\downarrow}=\pm2\tau_{\uparrow,\downarrow}\,\Omega\xi\kappa\operatorname{Re}c$. The conductivity changes in proportion to

$$\sum\langle\kappa\,\delta g\rangle=2\Omega\xi\delta\,\langle\kappa^2\operatorname{Re}c\rangle=-\xi^2\delta^2\left[\frac{2\bar\Gamma}{5}-\frac{2q}{9}\right],$$

which is (15) with the sign of a conductivity loss. A numerical solution of (17) with $r_\uparrow=0.5$, $r_\downarrow=2.5$, $\Omega=300$ (one common unit), $\xi=0.01$ and $\eta=1$ gives 0.9997 of both (10) and (16).

The calculation also shows what sets the smoothness condition. In a varying wall (18) acquires the term $v_F\kappa\,\partial_xc$, which competes with $\Omega c$. To first order in $1/\Omega$ it adds $-v_F\kappa^3\delta\,\partial_x\xi/\Omega$ to $\operatorname{Re}c$. This can exceed (19) when the mean free path is longer than the wall width, but it is odd in $\kappa$, so its contribution to the voltage averages to zero over directions. The corrections that remain are of relative order $(v_F/\Omega\Delta)^2$, apart from the exponentially small loss of tracking (6), whose relative weight grows with the mean free path. The wall must therefore be wide compared with $v_F/\Omega=\hbar v_F/2J$, but it need not be wide compared with the mean free path, as long as the loss of tracking stays negligible. With the mean free paths of the example below, the excess is 1.07 times the local sum for $\Delta\approx4v_F/\Omega$. For $\Delta\approx2v_F/\Omega$ it is about 1.45 times the local sum, and about 3 times if the mean free paths are ten times longer.

## From local resistivity to one wall

By (14) the resistance-area product of a wall is $\int\Delta\rho\,dx$, and $\Delta\rho\propto\theta'^2$. For the profile used in (6), $\int\theta'^2dx=2/\Delta$. A linear wall of width $d$ has $\theta'=\pi/d$ and $\int\theta'^2dx=\pi^2/d$. The two are equivalent for

$$d=\frac{\pi^2\Delta}{2},\qquad \xi_d=\frac{\pi\hbar^2k_F}{4mdJ}.\qquad(20)$$

The resistance-area product is then $\rho_0d$ times (16) at $\xi_d$, and it falls as $1/\Delta$ with the other parameters fixed.

The local sum was tested on a space-resolved solution of (11) for a periodic row of walls. The period was 6, $\Delta=0.3$, the mean free paths were 2 and 0.4 (one common length unit), and the peak $\xi$ was 0.02. The excess was 0.9994 of the local sum, although $\Delta$ was only 0.15 of the majority mean free path.

## A wall in a cobalt-based wire

Take rough parameters in the regime of cobalt-based films with perpendicular magnetization: $k_F=10\ \mathrm{nm^{-1}}$, $J=0.5$ eV, $\Delta=3$ nm, $\rho_0=15\ \mu\Omega\,$cm, $\rho_\downarrow/\rho_\uparrow=5$ and $\eta=1$. The wire is 100 nm wide and 10 nm thick.

The free-electron Fermi energy is 3.81 eV, so $\hbar^2/m=2E_F/k_F^2=0.0762\ \mathrm{eV\,nm^2}$. At the wall centre $\theta'=1/\Delta$ and

$$\xi=\frac{0.0762\times10}{4\times3\times0.5}=0.127 .$$

The equivalent linear wall has $d=14.8$ nm and $\xi_d=0.0809$. With $D=(5-1)^2/5=3.2$ and $B=1.758$,

$$\left.\frac{\Delta\rho}{\rho_0}\right|_{\rm CIW}=\frac{0.0809^2}{5}\times3.2=0.42\,\%,\qquad \left.\frac{\Delta\rho}{\rho_0}\right|_{\rm CPW}=0.74\,\% .$$

For current through the wall the resistance-area product is $16.3\ \Omega\,\mathrm{nm^2}$. Dividing by $1000\ \mathrm{nm^2}$ gives 16 mΩ per wall. The impurity correlation matters: with all else fixed, $\eta=0$ gives 1.26 % and $\eta=-1$ gives 1.77 %.

The mean free paths are 13.5 and 2.7 nm, so the majority path exceeds $\Delta$. By (14) this does not spoil the sum. The relevant length $\hbar v_F/2J$ is 0.76 nm, which leaves a correction of order $(0.76/3)^2$, or 6 %, and (6) gives a loss of tracking of about $2\times10^{-5}$ at $v_F$.

The weakest assumption is $J\ll E_F$. Here $J/E_F=0.13$, and the numerical solution with unequal Fermi surfaces, at fixed $\rho_\downarrow/\rho_\uparrow$, multiplies the through-wall excess by 0.53. The estimate drops to about 9 mΩ. This factor is a numerical result and was not separated into individual causes. It depends strongly on $\rho_\downarrow/\rho_\uparrow$ and on $\eta$, so it should not be carried over to other parameters. At the same $J/E_F$ and $\eta=1$ it is 0.18 for $\rho_\downarrow/\rho_\uparrow=2$, 0.65 for 12 and 1.6 for 0.2, and near a ratio of 1.5 the excess almost vanishes. For a ratio of 5 it is 0.72 at $\eta=0$ and 0.80 at $\eta=-1$.

The other corrections computed are smaller:

- Higher orders in $\xi$, at its peak value, give a factor of 0.96.
- Lifetime broadening, with $\hbar/\tau=0.06$ and 0.28 eV against $2J=1$ eV, gives 0.98.
- Momentum exchange between the channels, as magnons cause at room temperature, gives 0.82 for an assumed strength of $5\ \mu\Omega\,$cm, modelled as momentum-conserving spin flips relative to the local magnetization. If the exchange rate is instead held fixed between the tilted bands, the factor is 0.94.
- Thermal smearing is slight, since $k_BT/E_F=0.007$ at 300 K.

Real films depart from the model in ways these factors do not cover. Their $d$ bands are not free-electron spheres, and a 10 nm film is thinner than the majority mean free path, so surfaces scatter too. The result is an order of magnitude for such a wire, not a prediction for a given one.

Spin-orbit coupling adds a competing signal. In a Néel wall the magnetization passes through the current direction. An assumed anisotropic magnetoresistance of 1 % then contributes $0.01\,\rho_0\times2\Delta$, or 9 mΩ, as much as the corrected mistracking term. This estimate treats the resistivity as local, which is rough for a wall thinner than the majority mean free path. In a Bloch wall the magnetization stays perpendicular to the current, and this contribution is absent if the resistivity is the same for all perpendicular directions. The anomalous Hall effect adds a further signal for either wall type. In a perpendicularly magnetized wire the Hall field reverses at the wall and bends the current lines. For a wire of width $w$ and a small Hall angle $\theta_H$, this adds a resistance-area product of about $0.54\,\rho_0w\theta_H^2$, or 7 mΩ here for an assumed $\theta_H=0.03$. The coefficient holds for an abrupt wall; for $\Delta=3$ nm and $w=100$ nm it is 0.49. A measured wall resistance therefore cannot be assigned to mistracking until the wall type, the anisotropic magnetoresistance and the Hall angle are known.

## Computed results

```
TESTS
mid-wall tilt, J*Delta/(hbar v)=8: integrated 0.06262, first order 0.06250
lost tracking, J*Delta/(hbar v)=0.5: integrated 0.15883, formula 0.15883
largest relative deviation, spiral Boltzmann vs formulas: 1.1e-03
CPW/CIW bracket, ratio 5, eta 1: numerical 1.7576, derived 1.7577, 3+10 form 6.7268
density matrix / formula: CIW 0.9997, CPW 0.9997
thin wall (Delta = 0.15 majority mean free path): numerical/local sum = 0.9994
EXAMPLE INPUTS (rough)
k_F = 10.0 nm^-1, J = 0.50 eV, Delta = 3.0 nm
rho0 = 15.0 uOhm cm, rho_dn/rho_up = 5.0, eta = 1, cross-section = 1000 nm^2
EXAMPLE RESULTS
E_F = 3.810 eV, v_F = 1.158e+06 m/s
rho_up = 18.0 uOhm cm, rho_dn = 90.0 uOhm cm
tau_up = 11.67 fs, tau_dn = 2.33 fs
mean free paths: up 13.52 nm, down 2.70 nm
equivalent linear width d = 14.80 nm
xi: peak 0.1270, equivalent linear wall 0.0809
contrast D = 3.200, bracket B = 1.7577
relative excess over d: CIW 0.418 %, CPW 0.735 %
CPW excess for eta = 0: 1.255 %, eta = -1: 1.775 %
CPW resistance-area product = 16.33 mOhm nm^2 x 1000
CPW resistance of one wall = 16.330 mOhm
NEGLECTED EFFECTS (factor on the excess unless stated)
finite J/E_F = 0.131: CIW 0.566, CPW 0.533
higher orders in xi at the wall centre: CIW 0.962, CPW 0.957
hbar/tau: up 0.056 eV, down 0.282 eV; 2J = 1.00 eV
lifetime broadening: CIW 0.972, CPW 0.978
probability of lost tracking at v_F = 1.7e-05
channel exchange, assumed 5.0 uOhm cm: CPW 0.937
Neel-wall AMR, assumed 1.0 %: 9.000 mOhm, 0.55 of the CPW excess
k_B T/E_F at 300 K = 0.0068
```
